Damping of second sound by normal collisions in a Debye phonon gas, part 2

Second sound is a temperature wave carried by a drift of the phonon gas. Normal collisions conserve energy and crystal momentum, while resistive collisions destroy momentum. The problem is to find how normal collisions damp the wave, and how accurate the long-wave law is.

The model has one isotropic branch, ω = ck, with phonon speed c and a constant normal time τ. A small plane wave runs along x with wavenumber q, and K = cqτ. Here μ is the cosine of the angle between a phonon's direction and x, g(μ) is the energy disturbance carried in each direction, ⟨·⟩ is the average over directions, g₀ = ⟨g⟩ and g₁ = ⟨μg⟩. The energy flux is cg₁ and the momentum density is g₁/c. The transport equation is

∂ₜg + cμ ∂ₓg = −(g − g₀ − 3μg₁)/τ.

Collisions pull g towards the target g₀ + 3μg₁. In the target occupation, the temperature and drift terms have a common frequency shape.

For small K, the momentum balance with viscosity is

∂ₜg₁ + (c/3)∂ₓg₀ = (4/15) c²τ ∂ₓ²g₁.

Fields vary as exp(iqx + λt/τ), with real q, so damping means a negative real part of λ. The energy and momentum balances then give the quadratic equation

λ² + (4/15)K²λ + K²/3 = 0,

λ = −(2/15)K² ± iK√(1/3 − 4K²/225).

The wave speed is c₂ = c/√3, and the leading law for the amplitude decay rate is

Γ = (2/15)K²/τ = (2/15) c²τq².

The quadratic measure of wave strength, W = ½ ∫ (g₀² + 3g₁²) dx over one wavelength, decays at the rate 2Γ.

The frequency shift in the square root is unreliable, because terms of the same size were dropped. An expansion of g in Legendre polynomials keeps them and gives

λ + K²/(3λ) + (4/15)K²/[1 + λ + (9/35)K²/(1 + λ + …)] = 0,

where the dots are of order K². This is the equation to be expanded next.

The numerical example uses c = 4 µm/ns, τ = 10 ns and a wavelength of 1000 µm, at 15 K.

Q: Now expand it, and do not skip the orders.

A: Multiply by λ and expand the inverse bracket to second order in K:

λ² + K²/3 + (4/15)K²[λ − λ² + λ³ − (9/35)K²λ] = 0.

Try λ = iαK + aK² + ibK³ + dK⁴. Order K² gives α² = 1/3, and I take α = 1/√3; the other sign gives the complex conjugate. Order K³, divided by i, gives

2αa + (4/15)α = 0, so a = −2/15.

This is the damping already found, and no later order can change it. Order K⁴ gives

a² − 2αb + (4/15)(a + α²) = 0.

Here a² = 4/225 and a + α² = 1/5, so 2αb = 4/225 + 12/225 = 16/225. Dividing by 2α² = 2/3 gives b/α = 8/75. Order K⁵, divided by iα, gives

2d + 2a(b/α) + (4/15)(b/α − 2a − α² − 9/35) = 0.

The second term is −32/1125. The last bracket is 8/75 + 4/15 − 1/3 − 9/35 = −38/175. Hence 2d = 32/1125 + 152/2625 = 680/7875, and d = 68/1575. Altogether

Γτ = (2/15)K² − (68/1575)K⁴ + …,

frequency = (cq/√3)[1 + (8/75)K² + …].

The frequency rises with K, opposite to what the square root suggested. The relative correction to the damping is −(34/105)K², or about −0.32K².

Q: A series can mislead at finite K. Is there a form without expansion?

A: Yes. Let s = 1 + λ. The transport equation reads (s + iKμ)g = g₀ + 3μg₁. Divide by s + iKμ, average with weights 1 and μ, and define Iₙ = ½∫μⁿ/(s + iKμ) dμ from −1 to 1:

g₀ = I₀g₀ + 3I₁g₁,

g₁ = I₁g₀ + 3I₂g₁.

A nonzero solution requires

(1 − I₀)(1 − 3I₂) − 3I₁² = 0.

The even part of the integrand gives I₀ = arctan(K/s)/K. The other two follow from sI₀ + iKI₁ = 1 and sI₁ + iKI₂ = 0.

As a test, the transport equation was also solved as a matrix problem with 48 directions. At K = 0.1, 0.25 and 0.5 its damping and frequency agreed with the roots of this condition to better than one part in 10⁷. The full damping, divided by the leading law, is 0.997, 0.981 and 0.932 at these three values. The leading law thus overstates the damping by about 2% at K = 0.25 and 7% at K = 0.5.

Q: Suppose an experimenter drives a heater at a fixed frequency and looks at the decay with distance. Does your rate apply?

A: It has to be converted. Now the frequency ω is real and q is complex. Put λ = −iΩ with Ω = ωτ into the quadratic equation:

−Ω² − (4/15)iΩK² + K²/3 = 0.

Solve for K² and expand for small Ω:

K² = 3Ω²/(1 − 4iΩ/5) ≈ 3Ω²(1 + 4iΩ/5),

K ≈ √3 Ω(1 + 2iΩ/5).

The imaginary part of K is (2√3/5)Ω², so the amplitude decays over distance at the rate (2√3/5)ω²τ/c. This equals Γ/c₂ when q² = 3ω²/c² is inserted. At Ω = 0.01 the unexpanded condition gives a coefficient of 0.6926, against 2√3/5 = 0.6928.

Q: Give me numbers for something one could measure.

A: Take a heat-wave measurement in a very pure dielectric crystal at 15 K. The parameters are round model values and belong to no particular material: c = 4 µm/ns, τ = 10 ns and a wavelength of 1000 µm. Then

q = 2π/(1000 µm) = 0.006283 µm⁻¹,

K = 4 × 0.006283 × 10 = 0.2513,

c₂ = 4/√3 = 2.309 µm/ns.

The frequency is c₂ divided by the wavelength, 2.31 MHz. The damping is

Γ = (2/15)(0.2513)²/(10 ns) = 0.842 µs⁻¹.

The amplitude lifetime is 1/Γ = 1.19 µs, and the leading estimate of the decay length is c₂/Γ = 2.74 mm, between two and three wavelengths. For a wave driven at this frequency, higher orders lengthen it by about 7%. The full kinetic rate is 0.826 µs⁻¹, which is 1.9% below the leading law. The correction −0.32K² predicts 2.0%.

Q: Those are eigenvalues. Would a real temperature pattern follow them?

A: Within the model it does. Start with a sinusoidal temperature pattern and no drift, and follow the transport equation for two full periods, 0.860 µs. The temperature amplitude is then 0.491 of its initial value. The leading law gives exp(−0.842 × 0.860) = 0.485. The difference is 1.4%, which is what the slightly smaller full rate produces over this time.

Q: No crystal is free of resistive scattering. How much does a little of it matter?

A: Let resistive collisions relax the gas towards an isotropic distribution in a time τ_R, keeping energy but not momentum. The momentum balance gains a term −g₁/τ_R. With r = τ/τ_R, the quadratic equation becomes

λ² + [r + (4/15)K²]λ + K²/3 = 0.

The real part of λ is minus half the square bracket, so the decay rate gains 1/(2τ_R), as long as the roots stay complex. For τ_R = 5 µs this is 0.100 µs⁻¹, or 12% of Γ.

This also limits the phrase "long wavelength". The added rate does not shrink with q, whereas the frequency does. Without the viscous term, the roots become real when r/2 exceeds K/√3, that is, for K < (√3/2)r. The wave then turns into diffusion. Here r = 0.002, so the limit is K ≈ 0.0017, far below 0.2513. The law for Γ describes the whole damping when K is small and (4/15)K² is also much larger than r.

Q: A constant normal time is hard to believe. Low-frequency phonons usually live longer.

A: Suppose τ depends on frequency. The target still has the common shape, and the first-order lag of each group of phonons is proportional to its own τ. Each group adds to the pressure in proportion to its heat capacity. In the long-wave limit τ is therefore replaced by its mean weighted with heat capacity, provided the mean exists. At low frequency the weight goes as ω², so for τ ∝ ω⁻ᵖ this requires p < 3. The closer p is to 3, the smaller K must be before the mean can be used.

As an example, let τ ∝ 1/ω, with the value 10 ns at the heat-weighted mean phonon energy of 6.2 meV. The mean time is then 1.33 times larger. At K = 0.01, with K still defined by the 10 ns value, the computed damping is 1.33 times the constant-time law. At the example's K = 0.2513 it is 1.20 times. The long-wave limit cannot be used for all phonons there: below about one quarter of the mean energy, a phonon's own product cqτ exceeds 1. These phonons hold only 2% of the heat capacity but supply 0.13 of the factor 1.33, and phonons somewhat above them also depart from the long-wave limit.

Q: And a real crystal has three acoustic branches.

A: Then energy flux and momentum density are no longer proportional, and collisions can relax part of the heat flow. I computed one case, keeping the wavelength and the 10 ns time for all branches: two transverse branches at 4 µm/ns and a longitudinal one 1.7 times faster. The damping is 1.17 times the one-branch law, and the wave is 3.8% faster than c/√3. These figures belong to that choice of speeds and wavelength. At long wavelength they become 1.20 and 3.2%, and of the excess 0.20 about 0.14 comes from the relaxed heat flow and 0.06 from a larger viscosity.

Q: What about the bending of the branch, and the crystal's surfaces?

A: For the bending, take a rough Debye temperature of 450 K. The heat-weighted mean phonon energy is 4.79 k_B T, which is 4.79 × 15/450 = 0.16 of the Debye energy. On a sine-shaped branch, with the Debye energy read as ħc times the cutoff wavenumber, the group speed there is lower by about 1 − cos(0.16π/2), or 3%. This gives only the order of the change in the wave's speed, which also depends on the spread of phonon energies about the mean. It says nothing about the change of damping.

A rough surface holds back the drift along it, so a sheared layer forms. Consider a drift along z that varies along x. The target is 3n_z p, where n_z is the direction cosine along z and p = ⟨n_z g⟩. The first-order lag gives the momentum flux

⟨μn_z g⟩ = −3cτ⟨μ²n_z²⟩∂ₓp = −(1/5)cτ ∂ₓp,

because ⟨μ²n_z²⟩ = ½⟨μ²(1 − μ²)⟩ = ½(1/3 − 1/5) = 1/15. The drift thus diffuses with ν = c²τ/5. The earlier coefficient 4/15 is 4/3 of 1/5, as for a gas with shear viscosity and no bulk viscosity.

At angular frequency ω the equation −iωp = ν∂ₓ²p gives a decay depth

δ = √(2ν/ω).

With ν = 32 µm²/ns and ω = c₂q = 0.01451 ns⁻¹, δ is 66 µm. Two such layers on opposite faces fill 1.3% of a crystal 10 mm wide. The small fraction does not make the walls negligible, because the drift in the layers is sheared in every cycle. For thin layers that stick to the wall, the viscous estimate of the added amplitude decay rate is ωδ/(2H) for each pair of faces a distance H apart. With H = 10 mm this is about 0.05 µs⁻¹, or 6% of Γ. The estimate is rough, since δ is not much larger than the mean free path of 40 µm.

Q: Set this beside a real measurement. Which of your assumptions would break first?

A: Second sound has been observed in very pure dielectric samples of millimetre to centimetre size at roughly 10 to 20 K, and the example takes its temperature and size from that regime. Other crystals show it at other temperatures. Both times of the example are optimistic. Rough estimates of the normal time at 15 K, for a crystal with this speed and Debye temperature, lie between a few tens and a few hundred nanoseconds, not at 10 ns. With τ = 100 ns the same wavelength gives K ≈ 2.5, where the leading law overstates the model's damping by almost a factor of two. Keeping K at 0.25 would then need a wavelength of 10 mm, as wide as the crystal, and r = 0.02 would no longer be small against (4/15)K². The resistive time is also generous. At 4 µm/ns, 5 µs means a free path of 20 mm, longer than the crystal is wide, so it is an optimistic value. It demands exceptional purity and also very rare umklapp collisions, which purity does not remove. Shorter resistive times should be expected in real samples. With τ_R = 1 µs and all else fixed, the added rate would be 0.5 µs⁻¹, about 60% of Γ. For the values chosen, the frequency dependence of τ, the extra branches and the resistive collisions each put the damping about 10 to 20% above the leading law. I have not computed their joint effect, so 0.84 µs⁻¹ is the model's rate and not a forecast for a sample. In a chip near room temperature, resistive collisions are generally too frequent for this limit to apply.

Q: Then how would I tell viscous damping from resistive damping in data?

A: By varying the wavelength at fixed temperature, in one crystal. Within this model, and for K small but well above (√3/2)r, the decay rate is

1/(2τ_R) + (2/15)c²τq².

Plotted against q², it is a straight line. The intercept gives τ_R and the slope gives τ, if c is known. With several branches or a frequency-dependent normal time, the slope gives an effective time, and curvature sets in as K grows. Curvature also shifts the fitted intercept, and in a real crystal wall losses, which grow as the square root of the frequency, shift both intercept and slope, so the intercept gives τ_R only if the fit is kept to small K and the walls contribute little. The remaining figures for the example are in the numerical output below. The line there called "leading energy decay rate" is 2Γ, the decay rate of the quadratic measure W, and not a loss of heat.

Computed results

```
stress coefficient: 0.266667 (4/15 = 0.266667)
decay/K^2 at K=0.01: 0.133329 (2/15 = 0.133333)
K^4 decay coefficient: -0.04317 (-68/1575 = -0.04317)
K^2 speed correction: 0.10666 (8/75 = 0.10667)
driven spatial coefficient: 0.69259 (2 sqrt3/5 = 0.69282)
shear viscosity / (c^2 tau): 0.20000
K = 0.10: full decay / leading law = 0.9968
K = 0.25: full decay / leading law = 0.9807
K = 0.50: full decay / leading law = 0.9323
phonon speed c: 4.0 um/ns
normal time: 10.0 ns
normal mean free path: 40.0 um
wavelength: 1000 um
wavenumber q: 0.006283 1/um
K = c q tau: 0.2513
second-sound speed: 2.3094 um/ns
leading frequency: 2.3094 MHz
full kinetic frequency: 2.3244 MHz
leading amplitude decay rate: 0.8422 1/us
full kinetic decay rate: 0.8258 1/us
full / leading decay rate: 0.9806
leading amplitude lifetime: 1.1874 us
leading amplitude decay length: 2.7421 mm
leading energy decay rate: 1.6844 1/us
two full periods: 0.8604 us
grating amplitude left, kinetic: 0.4912
grating amplitude left, leading law: 0.4845
temperature: 15.0 K
Debye temperature: 450 K
resistive time: 5.0 us
resistive added rate, 1/(2 tau_R): 0.1000 1/us
resistive added rate, kinetic: 0.1000 1/us
resistive / leading viscous rate: 0.1187
heat-mean phonon energy: 6.192 meV
heat-mean hbar omega / kT: 4.7903
1/omega time, mean tau / tau: 1.3301
1/omega time, long-wave rate / law: 1.3288
1/omega time, example rate / law: 1.202
longitudinal / transverse speed: 1.70
three-branch decay / leading law: 1.1701
three-branch speed / (c/sqrt3): 1.0384
sine-branch group slowing at mean energy: 3.13 %
wall shear-layer depth: 66.41 um
crystal width: 10.0 mm
two wall layers / crystal width: 0.0133
```
